# Linear response of degenerate electrons: Vlasov and Wigner-Hartree equations compared: test program

```python
"""Density response of a degenerate electron gas: Vlasov against Wigner-Hartree.

Result under test (T = 0, Hartree mean field, delta n = -N0 F U):
  Vlasov          F_V(u)   = 1 - (u/2) ln[(u+1)/(u-1)]
  Wigner-Hartree  F_L(u,z) = 1/2 + [g(u+z) - g(u-z)]/(8z)   (Lindhard)
                  g(x)     = (1-x^2) ln[(x+1)/(x-1)]
and F_L -> F_V for z -> 0 at fixed u, except at |u| = 1.
Symbols: u = omega/(q v_F), z = q/(2 k_F), N0 = m k_F/(pi^2 hbar^2),
U = total potential energy, omega has a positive infinitesimal imaginary part.
Tests use units hbar = m = k_F = 1; the example uses SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

TINY = 1e-15j  # selects the retarded side of the real frequency axis


def log_ratio(x):
    return np.log(x + 1) - np.log(x - 1)


def F_vlasov(u):
    u = u + TINY
    return 1 - u / 2 * log_ratio(u)


def F_lindhard(u, z):
    def g(x):
        return (1 - x**2) * log_ratio(x)
    u = u + TINY
    return 0.5 + (g(u + z) - g(u - z)) / (8 * z)


# ---------- driven self-consistent dynamics, quantum and classical ----------
AMPLITUDE = 1e-4
nodes, gauss = np.polynomial.legendre.leggauss(64)
# momentum along q; the transverse disc of the Fermi sphere gives the weight
disc_weight = gauss * (1 - nodes**2) / (4 * np.pi**2)


def propagate(rate, state, omega, step):
    """Fourth-order Runge-Kutta from an early time, where the drive is weak, to t=0."""
    start = -14 / omega.imag
    count = int(np.ceil(-start / step))
    h = -start / count
    for i in range(count):
        t = start + i * h
        a = rate(t, state)
        b = rate(t + h / 2, state + h / 2 * a)
        c = rate(t + h / 2, state + h / 2 * b)
        d = rate(t + h, state + h * c)
        state = state + h / 6 * (a + 2 * b + 2 * c + d)
    return state


def quantum_response(u, z, coupling, step):
    """Time-dependent Hartree orbitals: amplitudes on k + n q, n = -2..2."""
    q = 2 * z
    omega = u * q
    n = np.arange(-2, 3)[:, None]
    energy = n * q * nodes + (n * q)**2 / 2

    def density(c):
        return np.sum(disc_weight * np.sum(np.conj(c[:-1]) * c[1:], axis=0))

    def rate(t, c):
        U = AMPLITUDE * np.exp(-1j * omega * t) + coupling * density(c)
        Hc = energy * c
        Hc[1:] += U * c[:-1]
        Hc[:-1] += np.conj(U) * c[1:]
        return -1j * Hc

    c0 = np.zeros((5, nodes.size), complex)
    c0[2] = 1
    return density(propagate(rate, c0, omega, step)) / AMPLITUDE


def classical_response(u, z, coupling, step):
    """Newton trajectories in their own mean field: characteristics of Vlasov."""
    q = 2 * z
    omega = u * q

    def density(s):
        return np.sum(disc_weight * np.mean(np.exp(-1j * q * s[0]), axis=0))

    def rate(t, s):
        U = AMPLITUDE * np.exp(-1j * omega * t) + coupling * density(s)
        force = 2 * q * np.imag(U * np.exp(1j * q * s[0]))
        return np.array([s[1], force])

    x0 = 2 * np.pi / q * np.arange(8)[:, None] / 8 + 0 * nodes
    p0 = nodes + 0 * x0
    return density(propagate(rate, np.array([x0, p0]), omega, step)) / AMPLITUDE


u_sim, z_sim, v_sim = 0.7 + 0.3j, 0.3, 10.0


def screened(F):
    chi = -F / np.pi**2
    return chi / (1 - v_sim * chi)


sim_q_coarse = quantum_response(u_sim, z_sim, v_sim, 0.10)
sim_q = quantum_response(u_sim, z_sim, v_sim, 0.05)
sim_c_coarse = classical_response(u_sim, z_sim, v_sim, 0.10)
sim_c = classical_response(u_sim, z_sim, v_sim, 0.05)
formula_q = screened(F_lindhard(u_sim, z_sim))
formula_c = screened(F_vlasov(u_sim))
# residual: switch-on transient exp(-14), finite drive and time step
assert abs(sim_q / formula_q - 1) < 2e-4
assert abs(sim_c / formula_c - 1) < 2e-4
assert abs(formula_q / formula_c - 1) > 5e-3  # the test can tell them apart

# ---------- absorption: count pair excitations in the Fermi sphere ----------
rng = np.random.default_rng(7)
k = rng.uniform(-1, 1, (3000000, 3))
k = k[np.sum(k**2, axis=1) < 1]
q = 2 * z_sim
allowed = np.sum(k**2, axis=1) + 2 * q * k[:, 2] + q**2 > 1
pair_u = k[allowed, 2] + q / 2
width = 0.05
count_results = []
for u in (0.5, 1.1):
    fraction = np.sum(abs(pair_u - u) < width / 2) / len(k)
    counted = np.pi**2 * np.pi * fraction / (3 * np.pi**2) / (q * width)
    closed = F_lindhard(u, z_sim).imag
    count_results.append((u, counted, closed))
    assert abs(counted / closed - 1) < 0.03  # sampling noise is below 1 %

# ---------- real axis: average of the Vlasov function across its singularity ----------
for u, z in ((0.9, 0.3), (0.2, 1.4), (1.8, 0.5)):
    inside = [s for s in (-1.0, 1.0) if u - z < s < u + z]
    opts = dict(points=inside or None, limit=200)
    re = quad(lambda x: F_vlasov(x).real, u - z, u + z, **opts)[0]
    im = quad(lambda x: F_vlasov(x).imag, u - z, u + z, **opts)[0]
    assert abs((re + 1j * im) / (2 * z) - F_lindhard(u, z)) < 1e-6

# ---------- finite temperature: frequency-average identity ----------
x_th = np.linspace(-36, 36, 2001)
w_th = (x_th[1] - x_th[0]) / (4 * np.cosh(x_th / 2)**2)


def F_thermal(u, z, t, mu):
    """Lindhard F at kT = t E_F and chemical potential mu E_F (t << 1)."""
    root = np.sqrt(mu + t * x_th)
    return np.sum(w_th * root * F_lindhard(u / root, z / root))


t_test, u_test, z_test = 0.02, 0.6 + 0.1j, 0.25
T, q = t_test / 2, 2 * z_test
p = np.linspace(-3, 3, 6001)
dp = p[1] - p[0]


def disc(p):
    return T * np.logaddexp(0, (0.5 - p**2 / 2) / T)


def vlasov_direct(omega):
    slope = -p * expit((0.5 - p**2 / 2) / T)
    return 0.5 * dp * np.sum(q * slope / (omega - q * p))


wigner_direct = -0.5 * dp * np.sum(
    (disc(p - q / 2) - disc(p + q / 2)) / (u_test * q - q * p))
s_node, s_gauss = np.polynomial.legendre.leggauss(40)
averaged = sum(w / 2 * vlasov_direct(u_test * q + s / 2 * q**2)
               for s, w in zip(s_node, s_gauss))
assert abs(wigner_direct - averaged) < 1e-6
assert abs(wigner_direct - F_thermal(u_test, z_test, t_test, 1.0)) < 1e-6

# ---------- small-q limit and its failure at u = 1 ----------
z = 1e-3
for u in (0.0, 0.5, 0.9, 1.5, 3.0):
    slope = (F_lindhard(u, z) - F_vlasov(u)) / z**2
    expected = -1 / (3 * (u**2 - 1)**2)
    assert abs(slope / expected - 1) < 2e-3  # next order and rounding
edge = 0.5 - 0.5 * np.log(2 / z) + 1j * np.pi / 4 - 1j * np.pi * z / 8
assert abs(F_lindhard(1.0, z) - edge) < 1e-5

# ---------- worked example: sodium-like electron gas ----------
e, m, hbar, eps0 = const.e, const.m_e, const.hbar, const.epsilon_0
n0 = 2.5e28                  # m^-3, rough valence density of sodium
q = 1e9                      # m^-1
kF = (3 * np.pi**2 * n0)**(1 / 3)
vF = hbar * kF / m
EF = (hbar * kF)**2 / (2 * m)
N0 = m * kF / (np.pi * hbar)**2
kTF = np.sqrt(e**2 * N0 / eps0)
wp = np.sqrt(n0 * e**2 / (eps0 * m))
z = q / (2 * kF)
unit = hbar * q * vF / e     # eV per unit of u
assert abs(kTF**2 * vF**2 / (3 * wp**2) - 1) < 1e-10


def plasmon(F, factor=1.0, background=1.0):
    """Plasmon energy in eV from the zero of the dielectric function."""
    def eps(u):
        return background + factor * (kTF / q)**2 * F(u).real
    return unit * brentq(eps, 1.2, 40, xtol=1e-13, rtol=1e-14)


def F_L_here(u):
    return F_lindhard(u, z)


E_V, E_L = plasmon(F_vlasov), plasmon(F_L_here)
E_p = hbar * wp / e
E_disp = np.sqrt(E_p**2 + 0.6 * unit**2)
recoil = (hbar**2 * q**2 / (2 * m) / e)**2 / (2 * E_V)
assert abs(E_V / E_disp - 1) < 1e-3
assert abs((E_L - E_V) / recoil - 1) < 0.1  # higher orders in 1/u^2


# exchange: second derivative of the local exchange energy density
def exchange_density(n):
    return -0.75 * (3 / np.pi)**(1 / 3) * e**2 / (4 * np.pi * eps0) * n**(4 / 3)


h = 1e-3 * n0
f_x = (exchange_density(n0 + h) - 2 * exchange_density(n0)
       + exchange_density(n0 - h)) / h**2
G_x = -f_x * eps0 * q**2 / e**2
assert abs(G_x / (q**2 / (4 * kF**2)) - 1) < 1e-5
E_x = plasmon(F_L_here, factor=1 - G_x)

# ion cores: rough polarizability volume, local-field relation
alpha_core = 0.15e-30        # m^3, rough
y = 4 * np.pi * n0 * alpha_core
eps_core = 1 + y / (1 - y / 3)
E_core = plasmon(F_L_here, background=eps_core)

# collisions: rough room-temperature resistivity
rho = 5e-8                   # ohm m, rough
tau = m / (n0 * e**2 * rho)

# temperature at fixed density
t300 = const.k * 300 / EF
mu300 = brentq(lambda a: np.sum(w_th * (a + t300 * x_th)**1.5) - 1, 0.9, 1.1,
               xtol=1e-14)
F_half = F_L_here(0.5)
thermal_change = abs(F_thermal(0.5, z, t300, mu300) / F_half - 1)

# lattice: body-centred cubic, one electron per atom, nearest zone face
V_lat = 0.2                  # eV, rough Fourier component
a_lat = (2 / n0)**(1 / 3)
G_lat = 2 * np.sqrt(2) * np.pi / a_lat
interband = hbar**2 * ((G_lat - kF)**2 - kF**2) / (2 * m) / e
band_shift = V_lat**2 / interband


def show(c, digits=5):
    return f"{c.real:.{digits}f} {c.imag:+.{digits}f}i"


print("TESTS (units hbar = m = k_F = 1)")
print(f"drive: u = {show(u_sim, 1)}, z = {z_sim}, Hartree coupling = {v_sim}")
print(f"Hartree orbitals, density/drive: {show(sim_q, 6)}")
print(f"Lindhard formula, density/drive: {show(formula_q, 6)}")
print(f"Newton paths, density/drive:     {show(sim_c, 6)}")
print(f"Vlasov formula, density/drive:   {show(formula_c, 6)}")
print(f"shift on halving time step: quantum {abs(sim_q-sim_q_coarse):.1e}, "
      f"classical {abs(sim_c-sim_c_coarse):.1e}")
for u, counted, closed in count_results:
    print(f"Im F at u={u}, z={z_sim}: pair count {counted:.3f}, formula {closed:.3f}")
print("EXAMPLE (sodium-like electron gas)")
print(f"density n0 = {n0*1e-6:.2e} cm^-3, wavenumber q = {q*1e-9:.1f} nm^-1")
print(f"k_F = {kF*1e-9:.3f} nm^-1, k_TF = {kTF*1e-9:.3f} nm^-1")
print(f"v_F = {vF:.4e} m/s, E_F = {EF/e:.3f} eV")
print(f"N0 = {N0*e*1e-6:.4e} eV^-1 cm^-3")
print(f"q/k_F = {q/kF:.4f}, z = {z:.5f}, hbar q v_F = {unit:.4f} eV")
for u in (0.0, 0.5, 0.9, 1.5):
    FV, FL = F_vlasov(u), F_L_here(u)
    print(f"u={u}: F_V = {show(FV)}, F_L = {show(FL)}, "
          f"|F_L-F_V|/|F_L| = {100*abs(FL-FV)/abs(FL):.3f} %")
print(f"u=1.0: F_V diverges, F_L = {show(F_L_here(1.0))}")
for qn in (1, 3, 6, 12):
    zz = qn * 1e9 / (2 * kF)
    FL = F_lindhard(0.5, zz)
    print(f"u=0.5, q={qn} nm^-1 (z={zz:.4f}): F_L = {show(FL)}, "
          f"difference {100*abs(FL-F_vlasov(0.5))/abs(FL):.2f} %")
print(f"epsilon at u=0.5, q=1 nm^-1: Vlasov {show(1+(kTF/q)**2*F_vlasov(0.5), 2)}")
print(f"epsilon at u=0.5, q=1 nm^-1: Lindhard {show(1+(kTF/q)**2*F_half, 2)}")
print(f"plasmon energy at q=0: {E_p:.5f} eV")
print(f"plasmon at q, leading dispersion: {E_disp:.5f} eV")
print(f"plasmon at q: Vlasov {E_V:.6f} eV, Lindhard {E_L:.6f} eV")
print(f"plasmon u = {E_L/unit:.3f}")
print(f"recoil shift: roots {1e3*(E_L-E_V):.4f} meV, estimate {1e3*recoil:.4f} meV")
print("NEGLECTED EFFECTS")
print(f"local exchange: factor q^2/(4 k_F^2) = {G_x:.5f}, "
      f"plasmon shift {1e3*(E_x-E_L):.2f} meV")
print(f"ion cores (rough {alpha_core*1e30:.2f} A^3): epsilon_core = {eps_core:.3f}, "
      f"plasmon shift {1e3*(E_core-E_L):.0f} meV")
print(f"collisions (rough {rho*1e8:.0f} uohm cm): tau = {tau*1e15:.0f} fs, "
      f"hbar/tau = {1e3*hbar/tau/e:.0f} meV")
print(f"collisions: 1/(q v_F tau) = {1/(q*vF*tau):.3f}")
print(f"300 K: kT/E_F = {t300:.5f}, relative change of F at u=0.5 = {thermal_change:.2e}")
print(f"lattice (rough V = {V_lat:.1f} eV): interband threshold {interband:.2f} eV")
print(f"lattice: level shift at k_F = {1e3*band_shift:.0f} meV, "
      f"{100*band_shift*e/EF:.1f} % of E_F")
print("done: every assertion held")
```

It prints:

```
TESTS (units hbar = m = k_F = 1)
drive: u = 0.7 +0.3i, z = 0.3, Hartree coupling = 10.0
Hartree orbitals, density/drive: -0.028136 -0.031168i
Lindhard formula, density/drive: -0.028136 -0.031168i
Newton paths, density/drive:     -0.030995 -0.032657i
Vlasov formula, density/drive:   -0.030995 -0.032657i
shift on halving time step: quantum 3.9e-09, classical 8.9e-10
Im F at u=0.5, z=0.3: pair count 0.786, formula 0.785
Im F at u=1.1, z=0.3: pair count 0.470, formula 0.471
EXAMPLE (sodium-like electron gas)
density n0 = 2.50e+22 cm^-3, wavenumber q = 1.0 nm^-1
k_F = 9.046 nm^-1, k_TF = 14.753 nm^-1
v_F = 1.0472e+06 m/s, E_F = 3.118 eV
N0 = 1.2028e+22 eV^-1 cm^-3
q/k_F = 0.1105, z = 0.05527, hbar q v_F = 0.6893 eV
u=0.0: F_V = 1.00000 +0.00000i, F_L = 0.99898 +0.00000i, |F_L-F_V|/|F_L| = 0.102 %
u=0.5: F_V = 0.72535 +0.78540i, F_L = 0.72353 +0.78540i, |F_L-F_V|/|F_L| = 0.170 %
u=0.9: F_V = -0.32500 +1.41372i, F_L = -0.35604 +1.41372i, |F_L-F_V|/|F_L| = 2.129 %
u=1.5: F_V = -0.20708 +0.00000i, F_L = -0.20773 +0.00000i, |F_L-F_V|/|F_L| = 0.315 %
u=1.0: F_V diverges, F_L = -1.29450 +0.76369i
u=0.5, q=1 nm^-1 (z=0.0553): F_L = 0.72353 +0.78540i, difference 0.17 %
u=0.5, q=3 nm^-1 (z=0.1658): F_L = 0.70868 +0.78540i, difference 1.58 %
u=0.5, q=6 nm^-1 (z=0.3316): F_L = 0.65292 +0.78540i, difference 7.09 %
u=0.5, q=12 nm^-1 (z=0.6633): F_L = 0.38844 +0.57627i, difference 57.06 %
epsilon at u=0.5, q=1 nm^-1: Vlasov 158.87 +170.94i
epsilon at u=0.5, q=1 nm^-1: Lindhard 158.48 +170.94i
plasmon energy at q=0: 5.87121 eV
plasmon at q, leading dispersion: 5.89543 eV
plasmon at q: Vlasov 5.895472 eV, Lindhard 5.895596 eV
plasmon u = 8.553
recoil shift: roots 0.1245 meV, estimate 0.1231 meV
NEGLECTED EFFECTS
local exchange: factor q^2/(4 k_F^2) = 0.00306, plasmon shift -8.94 meV
ion cores (rough 0.15 A^3): epsilon_core = 1.048, plasmon shift -135 meV
collisions (rough 5 uohm cm): tau = 28 fs, hbar/tau = 23 meV
collisions: 1/(q v_F tau) = 0.034
300 K: kT/E_F = 0.00829, relative change of F at u=0.5 = 9.50e-05
lattice (rough V = 0.2 eV): interband threshold 1.99 eV
lattice: level shift at k_F = 20 meV, 0.6 % of E_F
done: every assertion held
```
